# Exchange-narrowed EPR width and the 10/3 effect: a numerical check

```python
# Exchange-narrowed magnetic resonance line of a rigid lattice of equal spins.
# Result under test: half-width at half maximum (HWHM)
#   width = (M2/we) * [1 + 5/3 exp(-w0^2/(pi we^2)) + 2/3 exp(-4 w0^2/(pi we^2))]
# which is M2/we for w0 >> we and (10/3) M2/we for w0 << we (orientation mean).
# M2: secular dipolar second moment; w0: Larmor frequency; psi: normalized
# correlation function of the dipolar field under exchange; 1/we: integral of psi
# from 0 to infinity; Omega^2 = -psi''(0); Gaussian psi: we = sqrt(2/pi) Omega.
# Dipole coupling: -3 d S_i.D_ij.S_j, D = (rr/r^2 - 1/3)/r^3.
# Exchange: J_ij S_i.S_j for each pair. All energies are angular frequencies.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid, simpson, quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn

rng = np.random.default_rng(7)
WEIGHT = {q: 6 - q * (q + 1) for q in range(-2, 3)}


def spin_operators(n_spins, s):
    m = np.arange(s, -s - 1, -1)
    dim = len(m)
    plus = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    single = [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]
    return [[np.kron(np.kron(np.eye(dim**i), a), np.eye(dim**(n_spins - i - 1)))
             for a in single] for i in range(n_spins)]


def dipole_tensor(r):
    r = np.asarray(r, float)
    r2 = np.sum(r * r, axis=-1)
    r2 = np.where(r2 == 0, np.inf, r2)[..., None, None]
    return r[..., :, None] * r[..., None, :] / r2**2.5 - np.eye(3) / (3 * r2**1.5)


def frame(n):
    n = np.array(n, float) / np.linalg.norm(n)
    helper = np.eye(3)[np.argmin(abs(n))]
    e1 = np.cross(helper, n)
    e1 /= np.linalg.norm(e1)
    return np.array([e1, np.cross(n, e1), n])


def component(tensor, rot, q):
    """Normalized rank-two component q along the field axis (last row of rot)."""
    t = rot @ tensor @ rot.T
    if q == 0:
        f = np.sqrt(1.5) * t[..., 2, 2] + 0j
    elif abs(q) == 1:
        f = t[..., 0, 2] - 1j * np.sign(q) * t[..., 1, 2]
    else:
        f = (t[..., 0, 0] - t[..., 1, 1]) / 2 - 1j * np.sign(q) * t[..., 0, 1]
    return f[..., None]


def all_components(tensor):
    return tensor.reshape(tensor.shape[:-2] + (9,))


def comm(a, b):
    return a @ b - b @ a


def norm2(a):
    return np.sum(abs(a)**2)


def dipole_hamiltonian(ops, tensors):
    n = len(ops)
    return sum(-3 * tensors[i, j, a, b] * ops[i][a] @ ops[j][b]
               for i in range(n) for j in range(i + 1, n)
               for a in range(3) for b in range(3))


def exchange_hamiltonian(ops, J):
    n = len(ops)
    return sum(J[i, j] * ops[i][a] @ ops[j][a]
               for i in range(n) for j in range(i + 1, n) if J[i, j] != 0
               for a in range(3))


def site_sum(i, J_row, b):
    """Sum over pairs {j,k} of |J_ij(b_jk-b_ik) + J_ik(b_jk-b_ij)|^2."""
    c = (J_row[:, None, None] * (b - b[i][None, :, :])
         + J_row[None, :, None] * (b - b[i][:, None, :]))
    keep = ~np.eye(len(J_row), dtype=bool)
    keep[i, :] = False
    keep[:, i] = False
    return np.sum(abs(c[keep])**2) / 2


def cluster_curvature(J, b):
    return 0.5 * sum(site_sum(i, J[i], b) for i in range(len(J))) / norm2(b)


def random_cluster(n):
    corners = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 1, 1]])[:n]
    pos = 1.5 * corners + rng.uniform(-0.25, 0.25, (n, 3))
    J = np.triu(rng.uniform(0.4, 1.4, (n, n)), 1)
    return dipole_tensor(pos[:, None] - pos[None]), J + J.T, pos


# --- moments for each q at a fixed direction, and curvature for spin 1/2
for n_spins, s in ((5, 0.5), (3, 1.0)):
    ops = spin_operators(n_spins, s)
    tensors, J, pos = random_cluster(n_spins)
    rot = frame([0.3, -0.5, 0.8])
    h_dip = dipole_hamiltonian(ops, rot @ tensors @ rot.T)
    h_ex = exchange_hamiltonian(ops, J)
    s_plus = sum(o[0] + 1j * o[1] for o in ops)
    m_total = np.real(np.diag(sum(o[2] for o in ops)))
    m_change = np.rint(m_total[:, None] - m_total[None, :])
    for q in range(-2, 3):
        a = comm(np.where(m_change == q, h_dip, 0), s_plus)
        b = component(tensors, rot, q)
        formula = WEIGHT[q] * 0.75 * s * (s + 1) * norm2(b) / n_spins
        assert abs(norm2(a) / norm2(s_plus) - formula) < 1e-10 * (1 + formula)
        if q == 0:
            sep = pos[:, None] - pos[None]
            dist = np.linalg.norm(sep, axis=-1) + np.eye(n_spins)
            cosine = sep @ rot[2] / dist
            b_sec = (1 - 3 * cosine**2) / dist**3 * (1 - np.eye(n_spins))
            van_vleck = 0.75 * s * (s + 1) * np.sum(b_sec**2) / n_spins
            assert abs(norm2(a) / norm2(s_plus) / van_vleck - 1) < 1e-10
        if s == 0.5 and q < 2:
            direct = norm2(comm(h_ex, a)) / norm2(a)
            assert abs(direct / cluster_curvature(J, b) - 1) < 1e-9


def psi_function(ops, J, tensors):
    """Orientation-mean correlation function, from operators S_i^+ S_j^+."""
    energy, vec = np.linalg.eigh(exchange_hamiltonian(ops, J))
    raising = [np.real(o[0] + 1j * o[1]) for o in ops]
    n = len(ops)
    pair = {(i, j): raising[i] @ raising[j]
            for i in range(n) for j in range(i + 1, n)}
    power = 0
    for a in range(3):
        for b in range(3):
            op = sum(tensors[i, j, a, b] * p for (i, j), p in pair.items())
            power = power + abs(vec.conj().T @ op @ vec)**2
    gap = energy[:, None] - energy[None, :]
    total = power.sum()
    return lambda t: np.sum(power * np.exp(1j * gap * t)) / total


# --- complex kernel against exact evolution, averaged over 12 directions
ops = spin_operators(5, 0.5)
tensors, J, pos = random_cluster(5)
h_ex = exchange_hamiltonian(ops, J)
s_plus = sum(o[0] + 1j * o[1] for o in ops)
s_z = sum(o[2] for o in ops)
golden = (1 + 5**0.5) / 2
axes = [np.roll([0, u, v * golden], k) for k in range(3)
        for u in (1, -1) for v in (1, -1)]
t_end, lam = 3.0, 1e-3
tau = np.linspace(0, t_end, 301)
psi = psi_function(ops, J, tensors)
psi_tau = np.array([psi(t) for t in tau])
assert np.max(abs(psi_tau.imag)) < 1e-10
m2_mean = 0.6 * 0.75 * 1.5 * norm2(tensors) / 5 * lam**2
kernel_error = 0.0
for w0 in (0.4, 2.3):
    loss = 0
    for n in axes:
        rot = frame(n)
        h_dip = dipole_hamiltonian(ops, rot @ tensors @ rot.T)
        for sign in (1, -1):
            u = expm(-1j * t_end * (w0 * s_z + h_ex + sign * lam * h_dip))
            g = np.trace(s_plus.conj().T @ u.conj().T @ s_plus @ u) / norm2(s_plus)
            loss += (1 - g * np.exp(-1j * w0 * t_end)) / (2 * len(axes))
    bracket = (1 + 5 / 3 * np.cos(w0 * tau) + 2 / 3 * np.cos(2 * w0 * tau)
               - 1j * (np.sin(w0 * tau) + 2 * np.sin(2 * w0 * tau)) / 3)
    integrand = (t_end - tau) * m2_mean * psi_tau.real * bracket
    predicted = simpson(integrand.real, x=tau) + 1j * simpson(integrand.imag, x=tau)
    kernel_error = max(kernel_error, abs(loss / predicted - 1))
assert kernel_error < 1e-4


# --- Gaussian random frequency: trajectories against the exponential formula
def width_and_shift(m2, we, w0):
    omega = np.sqrt(np.pi / 2) * we
    x = (w0 / we)**2 / np.pi
    width = m2 / we * (1 + 5 / 3 * np.exp(-x) + 2 / 3 * np.exp(-4 * x))
    sine = [np.sqrt(2) / omega * dawsn(k * w0 / (np.sqrt(2) * omega)) for k in (1, 2)]
    return width, m2 * (sine[0] + 2 * sine[1]) / 3


time = np.linspace(0, 4, 81)
om2 = np.pi / 2 * 2.0**2
val, vec = np.linalg.eigh(np.exp(-om2 * (time[:, None] - time[None])**2 / 2))
noise = rng.standard_normal((40000, 81)) @ (vec * np.sqrt(np.clip(val, 0, None))).T
for last in (21, 81):
    phase = trapezoid(noise[:, :last], time[:last], axis=1)
    end = time[last - 1]
    expo = quad(lambda x: (end - x) * np.exp(-om2 * x * x / 2), 0, end)[0]
    # statistical error of the mean is below 0.004
    assert abs(np.mean(np.cos(phase)) - np.exp(-expo)) < 0.015


# --- numerical line shapes for M2 = 1
def line_shape(we, w0=None):
    t = np.arange(0, 400, 0.005)
    kernel = np.exp(-np.pi * we**2 * t**2 / 4) + 0j
    if w0 is not None:
        kernel *= sum(WEIGHT[q] / 6 * np.exp(1j * q * w0 * t) for q in WEIGHT)
    inner = cumulative_trapezoid(kernel, t, initial=0)
    g = np.exp(-cumulative_trapezoid(inner, t, initial=0))

    def spectrum(w):
        return trapezoid((g * np.exp(-1j * w * t)).real, t)

    peak = minimize_scalar(lambda w: -spectrum(w), bounds=(-1, 1), method="bounded",
                           options={"xatol": 1e-7}).x
    half = spectrum(peak) / 2
    right = brentq(lambda w: spectrum(w) - half, peak, peak + 5)
    left = brentq(lambda w: spectrum(w) - half, peak - 5, peak)
    return (right - left) / 2, peak


slow = line_shape(0.01)[0]
assert abs(slow / np.sqrt(2 * np.log(2)) - 1) < 0.01
narrow = {we: line_shape(we)[0] * we for we in (5, 20)}
assert abs(narrow[20] - 1) < 0.01
assert abs(narrow[20] - 1) < abs(narrow[5] - 1)
for w0 in (2.0, 20.0):
    width, shift = width_and_shift(1.0, 20.0, w0)
    num_width, num_shift = line_shape(20.0, w0)
    assert abs(num_width / width - 1) < 0.01
    assert abs(num_shift - shift) < 0.005 * width


# --- simple-cubic lattice, spacing 1, nearest-neighbour exchange 1
def lattice_sums(project, reach):
    x = np.arange(-reach, reach + 1)
    sites = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T
    sites = sites[np.any(sites != 0, axis=1)]
    near = np.sum(sites**2, axis=1) == 1
    b0 = project(dipole_tensor(sites))
    total = 0.0
    for j in np.flatnonzero(near):
        bj = project(dipole_tensor(sites - sites[j]))
        c = bj - b0 + near[:, None] * (bj - b0[j])
        weight = np.where(near, 0.5, 1.0)
        weight[j] = 0
        total += np.sum(weight[:, None] * abs(c)**2)
    return norm2(b0), 0.5 * total / norm2(b0)


x = np.arange(-2, 3)
block = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T
centre = int(np.flatnonzero(np.all(block == 0, axis=1))[0])
b_block = all_components(dipole_tensor(block[:, None] - block[None]))
J_centre = (np.sum(block**2, axis=1) == 1).astype(float)
brute = 0.5 * site_sum(centre, J_centre, b_block) / norm2(b_block[centre])
assert abs(brute / lattice_sums(all_components, 2)[1] - 1) < 1e-10

REACH = 20
tensor_sum, curvature = lattice_sums(all_components, REACH)
sum_r6 = 1.5 * tensor_sum
short_sum, short_curv = lattice_sums(all_components, 12)
assert abs(short_sum / tensor_sum - 1) < 1e-3
assert abs(short_curv / curvature - 1) < 1e-3

spacing, J_kelvin = 0.8e-9, 1.0
g_e = abs(const.physical_constants["electron g factor"][0])
mu_b = const.physical_constants["Bohr magneton"][0]
gamma = g_e * mu_b / const.hbar
d_a3 = const.mu_0 * (g_e * mu_b)**2 / (4 * np.pi * const.hbar * spacing**3)
J_rad = J_kelvin * const.k / const.hbar
M2 = 0.6 * 0.75 * d_a3**2 * sum_r6
Omega = np.sqrt(curvature) * J_rad
we = np.sqrt(2 / np.pi) * Omega
to_mT = 1e3 / gamma

print(f"largest relative error of kernel test: {kernel_error:.1e}")
print(f"slow limit HWHM/sqrt(M2): {slow:.4f}")
for ratio, value in narrow.items():
    print(f"HWHM*we/M2 at we/sqrt(M2) = {ratio}: {value:.4f}")
print(f"lattice spacing: {spacing*1e9:.2f} nm")
print(f"exchange J/k_B: {J_kelvin:.2f} K")
print(f"electron g factor (magnitude): {g_e:.5f}")
print(f"gyromagnetic ratio: {gamma:.4e} rad/(s T)")
print(f"dipole frequency d/a^3: {d_a3:.4e} rad/s")
print(f"exchange J: {J_rad:.4e} rad/s")
print(f"lattice sum of (a/r)^6: {sum_r6:.3f}")
print(f"Omega^2/J^2, orientation mean: {curvature:.3f}")
print(f"M2, orientation mean: {M2:.4e} rad^2/s^2")
print(f"sqrt(M2): {np.sqrt(M2):.4e} rad/s = {np.sqrt(M2)*to_mT:.3f} mT")
print(f"Omega: {Omega:.4e} rad/s")
print(f"exchange frequency we: {we:.4e} rad/s")
print(f"we/sqrt(M2): {we/np.sqrt(M2):.1f}")
print(f"M2/we: {M2/we:.4e} rad/s = {M2/we*to_mT:.4f} mT")
low = 10 / 3 * M2 / we
print(f"(10/3) M2/we: {low:.4e} rad/s = {low*to_mT:.4f} mT")
for ghz in (9.5, 35.0, 95.0):
    w0 = 2 * np.pi * ghz * 1e9
    width, shift = width_and_shift(M2, we, w0)
    print(f"{ghz} GHz: w0 = {w0:.4e} rad/s, w0/we = {w0/we:.3f}")
    print(f"  HWHM = {width:.4e} rad/s = {width*to_mT:.4f} mT")
    print(f"  HWHM/(M2/we) = {width*we/M2:.3f}")
    print(f"  derivative peak-to-peak = {2/np.sqrt(3)*width*to_mT:.4f} mT")
    print(f"  frequency shift = {shift:.3e} rad/s")

for name, n in (("[100]", (1, 0, 0)), ("[110]", (1, 1, 0)), ("[111]", (1, 1, 1))):
    rot = frame(n)
    rate = {}
    moment = {}
    for q in (0, 1, 2):
        total, curv = lattice_sums(lambda t: component(t, rot, q), REACH)
        pair_weight = WEIGHT[q] + (WEIGHT[-q] if q else 0)
        moment[q] = pair_weight * 0.75 * 0.75 * d_a3**2 * total
        rate[q] = moment[q] / (np.sqrt(2 * curv / np.pi) * J_rad)
    print(f"field {name}: secular M2 = {moment[0]:.3e} rad^2/s^2")
    print(f"  secular HWHM = {rate[0]*to_mT:.4f} mT")
    print(f"  low-field/secular HWHM = {sum(rate.values())/rate[0]:.2f}")

# --- eight-spin cube: true correlation function against the Gaussian model
cube = np.array([[i, j, k] for i in (0, 1) for j in (0, 1) for k in (0, 1)])
sep = cube[:, None] - cube[None]
J_cube = (np.sum(sep**2, axis=-1) == 1).astype(float)
cube_tensors = dipole_tensor(sep)
psi_cube = psi_function(spin_operators(8, 0.5), J_cube, cube_tensors)
om_cube = np.sqrt(cluster_curvature(J_cube, all_components(cube_tensors)))
step = 0.01 / om_cube
assert abs(2 * (1 - psi_cube(step).real) / 0.01**2 - 1) < 1e-3
for x in (0.5, 1.0, 1.5, 2.0):
    print(f"eight-spin cube, Omega*t = {x}: psi = {psi_cube(x/om_cube).real:.3f}, "
          f"Gaussian = {np.exp(-x*x/2):.3f}")
print("every check passed")
```

Output:

```
largest relative error of kernel test: 4.0e-07
slow limit HWHM/sqrt(M2): 1.1774
HWHM*we/M2 at we/sqrt(M2) = 5: 0.9995
HWHM*we/M2 at we/sqrt(M2) = 20: 1.0000
lattice spacing: 0.80 nm
exchange J/k_B: 1.00 K
electron g factor (magnitude): 2.00232
gyromagnetic ratio: 1.7609e+11 rad/(s T)
dipole frequency d/a^3: 6.3864e+08 rad/s
exchange J: 1.3092e+11 rad/s
lattice sum of (a/r)^6: 8.402
Omega^2/J^2, orientation mean: 3.394
M2, orientation mean: 1.5420e+18 rad^2/s^2
sqrt(M2): 1.2418e+09 rad/s = 7.052 mT
Omega: 2.4118e+11 rad/s
exchange frequency we: 1.9244e+11 rad/s
we/sqrt(M2): 155.0
M2/we: 8.0131e+06 rad/s = 0.0455 mT
(10/3) M2/we: 2.6710e+07 rad/s = 0.1517 mT
9.5 GHz: w0 = 5.9690e+10 rad/s, w0/we = 0.310
  HWHM = 2.5692e+07 rad/s = 0.1459 mT
  HWHM/(M2/we) = 3.206
  derivative peak-to-peak = 0.1685 mT
  frequency shift = 2.462e+06 rad/s
35.0 GHz: w0 = 2.1991e+11 rad/s, w0/we = 1.143
  HWHM = 1.7839e+07 rad/s = 0.1013 mT
  HWHM/(M2/we) = 2.226
  derivative peak-to-peak = 0.1170 mT
  frequency shift = 4.415e+06 rad/s
95.0 GHz: w0 = 5.9690e+11 rad/s, w0/we = 3.102
  HWHM = 8.6377e+06 rad/s = 0.0491 mT
  HWHM/(M2/we) = 1.078
  derivative peak-to-peak = 0.0566 mT
  frequency shift = 1.985e+06 rad/s
field [100]: secular M2 = 3.064e+18 rad^2/s^2
  secular HWHM = 0.0933 mT
  low-field/secular HWHM = 1.63
field [110]: secular M2 = 1.161e+18 rad^2/s^2
  secular HWHM = 0.0336 mT
  low-field/secular HWHM = 4.51
field [111]: secular M2 = 5.271e+17 rad^2/s^2
  secular HWHM = 0.0140 mT
  low-field/secular HWHM = 10.85
eight-spin cube, Omega*t = 0.5: psi = 0.886, Gaussian = 0.882
eight-spin cube, Omega*t = 1.0: psi = 0.643, Gaussian = 0.607
eight-spin cube, Omega*t = 1.5: psi = 0.421, Gaussian = 0.325
eight-spin cube, Omega*t = 2.0: psi = 0.251, Gaussian = 0.135
every check passed
```
